# Central-field symmetry and the radial Dirac operator from K

Atomic units are used, $\hbar=m=e=1$, with $c=1/\alpha_{\rm fs}$ the inverse of the fine-structure constant. The Hamiltonian of one electron in a central potential is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r),\qquad \mathbf p=-i\nabla ,$$

where $V$ multiplies the unit matrix. In the standard representation, in blocks of two,

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

Block multiplication gives $\alpha_i=\gamma_5\Sigma_i=\Sigma_i\gamma_5$, $\gamma_5^2=\beta^2=1$ and $\gamma_5\beta=-\beta\gamma_5$, while $\beta$ commutes with $\Sigma_i$. The angular momenta are $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf J=\mathbf L+\tfrac12\boldsymbol\Sigma$. With the unit vector $\mathbf n=\mathbf r/r$, define for $r>0$

$$\alpha_r=\boldsymbol\alpha\cdot\mathbf n,\quad \Sigma_r=\boldsymbol\Sigma\cdot\mathbf n,\quad
p_r=-i\left(\frac{\partial}{\partial r}+\frac1r\right),\quad
K=\beta(\boldsymbol\Sigma\cdot\mathbf L+1).$$

The eigenvalue of $K$ is called $k$, and the usual relativistic quantum number is $\kappa=-k$. If $K$ were defined with the opposite sign, the sign in front of $K$ in the factorization below would change too.

The term $1/r$ in $p_r$ makes this operator symmetric for the volume element $r^2dr$. Since $r\,p_rg=-i(rg)'$,

$$\int_0^\infty f^*(p_rg)\,r^2dr=\int_0^\infty (rf)^*\,(-i)(rg)'\,dr ,$$

and integration by parts moves $p_r$ onto $f$ if $(rf)^*(rg)$ vanishes at both ends. Still, $p_r$ is not a self-adjoint observable on the half-line. If it were, it would generate unitary shifts of $rf$ along $r$, but a shift towards the origin loses the part of the function that passes $r=0$. The derivation needs $p_r$ only as a differential operator.

The Pauli product $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, with repeated indices summed, holds for $\Sigma_i$ as well. Because $\alpha_i\alpha_j=\Sigma_i\gamma_5\gamma_5\Sigma_j=\Sigma_i\Sigma_j$, any two vectors $\mathbf a,\mathbf b$ whose components commute with the matrices obey

$$(\boldsymbol\alpha\cdot\mathbf a)(\boldsymbol\alpha\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\Sigma\cdot(\mathbf a\times\mathbf b),$$

with $\mathbf a$ kept to the left of $\mathbf b$. For $\mathbf a=\mathbf b=\mathbf n$ the cross product vanishes, so $\alpha_r^2=1$. For $\mathbf a=\mathbf n$ and $\mathbf b=\mathbf p$, we have $\mathbf n\cdot\mathbf p=-i\partial_r$ and $\mathbf n\times\mathbf p=\mathbf L/r$, hence

$$\alpha_r\,\boldsymbol\alpha\cdot\mathbf p=-i\frac{\partial}{\partial r}+\frac{i}{r}\boldsymbol\Sigma\cdot\mathbf L .$$

Multiply from the left by $\alpha_r$ and use $\alpha_r^2=1$. The definition of $p_r$ gives $-i\partial_r=p_r+i/r$, and $\beta^2=1$ gives $\boldsymbol\Sigma\cdot\mathbf L+1=\beta K$. Therefore

$$\boldsymbol\alpha\cdot\mathbf p=\alpha_r\left(p_r+\frac{i}{r}(\boldsymbol\Sigma\cdot\mathbf L+1)\right)
=\alpha_r\left(p_r+\frac{i\beta K}{r}\right).$$

The number 1 in $K$ thus comes from the $1/r$ in the symmetric radial momentum.

The commutation rules decide whether this form is useful. First, $\beta\alpha_r=\beta\gamma_5\Sigma_r=-\gamma_5\beta\Sigma_r=-\alpha_r\beta$. The product of $\boldsymbol\Sigma\cdot\mathbf L$ and $\Sigma_r$ needs the commutator of $L_i$ with $n_j$. Writing $L_i=-i\epsilon_{iab}r_a\partial_b$ gives

$$[L_i,r_j]=-i\epsilon_{iaj}r_a=i\epsilon_{ija}r_a .$$

Moreover $L_i$ annihilates every function of $r$, because $\partial_bf(r)=f'(r)r_b/r$ and $\epsilon_{iab}r_ar_b=0$. So $[L_i,n_j]=i\epsilon_{ijl}n_l$. Now expand the anticommutator:

$$\begin{aligned}
\{\boldsymbol\Sigma\cdot\mathbf L,\Sigma_r\}
&=\Sigma_i\Sigma_jL_in_j+\Sigma_j\Sigma_in_jL_i\\
&=\mathbf L\cdot\mathbf n+\mathbf n\cdot\mathbf L+i\epsilon_{ijk}\Sigma_k[L_i,n_j].
\end{aligned}$$

The commutator appears because exchanging the two spin matrices reverses the sign of $\epsilon_{ijk}$. The first two terms vanish: $\mathbf n\cdot(\mathbf r\times\mathbf p)=0$, and $\mathbf L\cdot\mathbf n$ differs from $\mathbf n\cdot\mathbf L$ by $[L_i,n_i]=i\epsilon_{iil}n_l=0$. With $\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$, the last term is $i\cdot i\cdot2\Sigma_r$, so

$$\{\boldsymbol\Sigma\cdot\mathbf L,\Sigma_r\}=-2\Sigma_r,\qquad
\{\boldsymbol\Sigma\cdot\mathbf L+1,\Sigma_r\}=-2\Sigma_r+2\Sigma_r=0 .$$

Since $\gamma_5$ commutes with $\boldsymbol\Sigma$ and $\mathbf L$, the operator $\boldsymbol\Sigma\cdot\mathbf L+1$ also anticommutes with $\alpha_r=\gamma_5\Sigma_r$. The factor $\beta$ in $K$ supplies a second minus sign:

$$K\alpha_r=\beta(\boldsymbol\Sigma\cdot\mathbf L+1)\alpha_r
=-\beta\alpha_r(\boldsymbol\Sigma\cdot\mathbf L+1)
=\alpha_r\beta(\boldsymbol\Sigma\cdot\mathbf L+1)=\alpha_rK .$$

The remaining rules are shorter. $K$ commutes with $\beta$ because $\beta$ commutes with $\boldsymbol\Sigma$ and $\mathbf L$. The operators $L_i$ differentiate along the sphere at fixed $r$ and do not contain $r$ in spherical coordinates, so $[K,p_r]=0$. Since $\mathbf n$ is independent of $r$, $[\alpha_r,p_r]=0$. Collected,

$$\alpha_r^2=\beta^2=1,\quad \{\alpha_r,\beta\}=0,\quad
[K,\alpha_r]=[K,\beta]=[K,p_r]=[\alpha_r,p_r]=0 .$$

The Hamiltonian becomes

$$H=c\,\alpha_rp_r+\frac{ic}{r}\alpha_r\beta K+\beta c^2+V(r),$$

and every factor in it commutes with $K$, so $[K,H]=0$.

This result needs both the factor $\beta$ in $K$ and a central potential. Let $M=\boldsymbol\Sigma\cdot\mathbf L+1=\beta K$, the operator without $\beta$ in front. It commutes with $p_r$ and with itself but anticommutes with $\alpha_r$, so $M\,\boldsymbol\alpha\cdot\mathbf p=-\boldsymbol\alpha\cdot\mathbf p\,M$ and $[M,H]=2cM\,\boldsymbol\alpha\cdot\mathbf p$, which is not zero. If instead $V$ depends on direction, then $[K,V]=\beta\,\boldsymbol\Sigma\cdot(\mathbf LV)$, where $\mathbf LV$ is the function obtained by applying $\mathbf L$ to $V$. This is not zero, and $K$ is no longer conserved.

To find the eigenvalues of $K$, use $\mathbf L\times\mathbf L=i\mathbf L$ in the product rule:

$$(\boldsymbol\Sigma\cdot\mathbf L)^2=L^2+i\boldsymbol\Sigma\cdot(i\mathbf L)=L^2-\boldsymbol\Sigma\cdot\mathbf L .$$

Since $\beta$ commutes with $M$, $K^2=M^2$, and

$$K^2=L^2-\boldsymbol\Sigma\cdot\mathbf L+2\boldsymbol\Sigma\cdot\mathbf L+1=L^2+\boldsymbol\Sigma\cdot\mathbf L+1 .$$

On the other hand, $\boldsymbol\Sigma^2=3$ gives $J^2=L^2+\boldsymbol\Sigma\cdot\mathbf L+\tfrac34$. Hence

$$K^2=J^2+\tfrac14,\qquad k^2=j(j+1)+\tfrac14=(j+\tfrac12)^2 .$$

So $k$ is a nonzero integer with $|k|=j+\tfrac12$. Its sign carries the orbital information, because

$$K^2-\beta K=M^2-M=(\boldsymbol\Sigma\cdot\mathbf L+1)\,\boldsymbol\Sigma\cdot\mathbf L=L^2 .$$

In the upper components, $\beta=+1$, this reads $l(l+1)=k(k-1)=\kappa(\kappa+1)$. In the lower ones, $\beta=-1$, it reads $l'(l'+1)=k(k+1)=\kappa(\kappa-1)$. For $\kappa<0$ the non-negative solutions are $l=-\kappa-1$ and $l'=-\kappa$; for $\kappa>0$ they are $l=\kappa$ and $l'=\kappa-1$. Thus $s_{1/2}$ has $\kappa=-1$, $p_{1/2}$ has $\kappa=+1$ and $p_{3/2}$ has $\kappa=-2$; the letter names the upper components. The four-spinor as a whole has no definite $l$, since $l$ and $l'$ differ by one.

Squaring the factorization checks its signs. The product rule with $\mathbf a=\mathbf b=\mathbf p$ gives $(\boldsymbol\alpha\cdot\mathbf p)^2=p^2$. On the other side, moving the second $\alpha_r$ to the left reverses the sign of $\beta$:

$$\begin{aligned}
p^2&=\left(p_r-\frac{i\beta K}{r}\right)\left(p_r+\frac{i\beta K}{r}\right)\\
&=p_r^2+i\beta K\left[p_r,\frac1r\right]+\frac{K^2}{r^2}
=p_r^2+\frac{K^2-\beta K}{r^2}=p_r^2+\frac{L^2}{r^2},
\end{aligned}$$

where $[p_r,1/r]=-i(-1/r^2)=i/r^2$. This is the familiar kinetic operator with its centrifugal term.

The next question is how large the angular and spin space is once $k$ and the eigenvalue $m_j$ of $J_z$ are fixed. Take $\beta=+1$. Then $l$ and $j$ are both determined by $k$, and coupling one $l$ to spin $\tfrac12$ produces each allowed $j$ once. One normalized state $|+\rangle$ remains. The operator $\alpha_r$ is a scalar product of two vectors, so it commutes with $\mathbf J$. It also commutes with $K$, reverses the sign of $\beta$, and preserves the norm because it is Hermitian with square one. It therefore maps the $\beta=+1$ state to a $\beta=-1$ state with the same $k$ and $m_j$, and a second application brings it back. The space has dimension two. Choose the phase

$$|-\rangle=-i\alpha_r|+\rangle .$$

Then $\alpha_r|+\rangle=i|-\rangle$ and $\alpha_r|-\rangle=-i|+\rangle$, which means that in the ordered basis $|+\rangle,|-\rangle$

$$\beta=\sigma_3,\qquad \alpha_r=\sigma_2,\qquad \alpha_r\beta=\sigma_2\sigma_3=i\sigma_1 .$$

These Pauli matrices no longer describe the electron spin; they act on the pair of upper and lower components. No spherical harmonic has been written down. The angular functions are needed to display the full spinor in space, but not to find its energy.

Write the state as

$$\psi=\frac{P(r)}{r}|+\rangle+\frac{Q(r)}{r}|-\rangle,\qquad \int_0^\infty(|P|^2+|Q|^2)\,dr=1 .$$

The factor $1/r$ turns $p_r$ into a plain derivative:

$$p_r\frac Pr=-i\left(\frac{P'}r-\frac P{r^2}+\frac P{r^2}\right)=\frac1r(-iP') .$$

Subtract the rest energy, $h=H-c^2$, and insert the matrices together with $k=-\kappa$. The two kinetic terms are

$$c\sigma_2\left(-i\frac{d}{dr}\right)=c\begin{pmatrix}0&-d/dr\\ d/dr&0\end{pmatrix},\qquad
\frac{ic}{r}(i\sigma_1)k=-\frac{ck}{r}\sigma_1=\frac{c\kappa}{r}\sigma_1 ,$$

and $(\beta-1)c^2$ contributes $0$ and $-2c^2$ on the diagonal. The reduced operator is

$$h_\kappa=\begin{pmatrix}V&c\left(-\dfrac{d}{dr}+\dfrac{\kappa}{r}\right)\\[2mm]
c\left(\dfrac{d}{dr}+\dfrac{\kappa}{r}\right)&V-2c^2\end{pmatrix},\qquad
h_\kappa\begin{pmatrix}P\\Q\end{pmatrix}=E\begin{pmatrix}P\\Q\end{pmatrix}.$$

Since $m_j$ does not appear, each level of $h_\kappa$ occurs $2j+1=2|\kappa|$ times in the full problem. Another phase for $|-\rangle$ would change the phase of $Q$ and the look of the off-diagonal entries, but not the energies.

For a weakly relativistic bound state, with $|E-V|\ll2c^2$ where the state has its weight, the second row gives to leading order $Q\approx(P'+\kappa P/r)/(2c)$. In the first row this produces

$$\frac12\left(-\frac d{dr}+\frac\kappa r\right)\left(\frac d{dr}+\frac\kappa r\right)P
=-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P ,$$

because the two terms in $\kappa P'/r$ cancel and $-\kappa P\,(1/r)'=\kappa P/r^2$. As $\kappa(\kappa+1)=l(l+1)$, this is the radial Schrödinger operator. At this order $p_{1/2}$ and $p_{3/2}$ have the same energy; their splitting is a relativistic effect.

The behaviour at the origin must still be controlled. For two radial pairs, integration by parts gives

$$\langle1|h_\kappa|2\rangle-\langle h_\kappa1|2\rangle=c\left[Q_1^*P_2-P_1^*Q_2\right]_0^\infty ,$$

which has to vanish. For a point nucleus, $V=-Z/r$, try $P\simeq a_0r^\gamma$ and $Q\simeq b_0r^\gamma$. The terms of order $r^{\gamma-1}$ require $c(\kappa-\gamma)b_0=Za_0$ and $c(\kappa+\gamma)a_0=Zb_0$. Multiplying the two equations,

$$\gamma=\sqrt{\kappa^2-Z^2/c^2},$$

with the positive root for the regular solution. Each product in the boundary term then vanishes as $r^{2\gamma}$ at the origin. Since $b_0/a_0=c(\kappa+\gamma)/Z$ is real and the same for both pairs, these leading terms also cancel each other, and the difference vanishes faster still. If $\gamma<\tfrac12$, the solution with $r^{-\gamma}$ is square integrable at the origin too, and a boundary condition must be added to exclude it. If $Z>c|\kappa|$, $\gamma$ is imaginary and the point-nucleus problem fails in this form. The algebra with $K$ is unaffected by either difficulty.

The Coulomb levels follow from the same two equations. Let $W=E+c^2$ and $\lambda=\sqrt{c^4-W^2}/c$, and write $P=e^{-\lambda r}r^\gamma\sum_ia_ir^i$, $Q=e^{-\lambda r}r^\gamma\sum_ib_ir^i$. The coefficients of $r^{\gamma+i-1}$ give

$$\begin{aligned}
c(\gamma+i+\kappa)a_i-Zb_i&=c\lambda a_{i-1}+(W+c^2)b_{i-1},\\
Za_i+c(\gamma+i-\kappa)b_i&=(c^2-W)a_{i-1}+c\lambda b_{i-1}.
\end{aligned}$$

For large $i$ the left sides approach $ci\,a_i$ and $ci\,b_i$, and the matrix on the right, divided by $c$, has eigenvalues $2\lambda$ and $0$. A series that does not end therefore grows like $e^{2\lambda r}$ and is not normalizable. Let it end at $i=N$. The equations for $i=N+1$, with zero on the left, give $b_N=-c\lambda a_N/(W+c^2)$. For $i=N$ the right side of the first equation is $(W+c^2)/(c\lambda)$ times that of the second, since $(W+c^2)(c^2-W)=c^2\lambda^2$. The left sides must have the same ratio. Inserting $b_N$ and dividing by $a_N$,

$$2c(\gamma+N)=Z\left(\frac{W+c^2}{c\lambda}-\frac{c\lambda}{W+c^2}\right)=\frac{2ZW}{c\lambda}.$$

Squaring and solving for $W>0$,

$$E=c^2\left\{\left[1+\frac{Z^2/c^2}{(N+\gamma)^2}\right]^{-1/2}-1\right\},\qquad N=n-|\kappa| .$$

For $N=0$ the right sides vanish, and $Za_0+c(\gamma-\kappa)b_0=0$ with $b_0/a_0<0$ requires $\kappa<\gamma$. As $\gamma<|\kappa|$, this excludes positive $\kappa$, so the lowest $p_{1/2}$ level has $N=1$ and $n=2$.

Take a one-electron ion with $Z=50$, a point nucleus of infinite mass and no radiative corrections. With $c=137.035999$, $Z/c=0.364868$ and $Z^2/c^2=0.133128$. For $|\kappa|=1$,

$$\gamma=\sqrt{1-0.133128}=0.931059 ,$$

which is well above $\tfrac12$. The energies below are computed from unrounded values of $\gamma$; since $c^2\approx1.9\times10^4$ multiplies the rounding error, the six-digit values shown reproduce them only to about 0.01 hartree. For $1s_{1/2}$, $N=0$ and $\gamma^2+Z^2/c^2=1$, so the formula reduces to $E=c^2(\gamma-1)=-1294.626$ hartree. For $2s_{1/2}$ and $2p_{1/2}$, $N+\gamma=1.931059$ in both cases, and $E=-326.495$ hartree. For $2p_{3/2}$, $\gamma=\sqrt{4-0.133128}=1.966436$ and $E=c^2(\gamma/2-1)=-315.144$ hartree.

The reduction itself was tested by two diagonalizations. The first treats the full four-component Hamiltonian in Cartesian $s$ and $p$ Gaussians with 25 exponents, makes no use of $K$, and has dimension 400. Its lower-component functions are $\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c)$ for each upper function $\phi$. The second uses $h_\kappa$ for $\kappa=-1,+1,-2$ in the corresponding radial functions, with dimension 50 each. Repeating the radial levels $2|\kappa|$ times gives $(2+2+4)\times50=400$ levels, as it must. The two spectra, negative-energy levels included, agree within $1.3\times10^{-11}$ of $c^2$, and the ten lowest bound states within $7.0\times10^{-10}$ hartree. The operator identities were also checked in exact arithmetic, on four-spinors with general quadratic components evaluated at two points in space.

The radial calculation gives these energies:

| State | $\kappa$ | $E$ (hartree) | Closed formula (hartree) |
|---|---:|---:|---:|
| $1s_{1/2}$ | $-1$ | $-1294.62571$ | $-1294.62615$ |
| $2s_{1/2}$ | $-1$ | $-326.49455$ | $-326.49480$ |
| $2p_{1/2}$ | $+1$ | $-326.49485$ | $-326.49480$ |
| $2p_{3/2}$ | $-2$ | $-315.14426$ | $-315.14435$ |

The deviations come from the chosen Gaussian basis, including the way its lower-component functions are built, and not from the reduction, since the full calculation in the same basis shares them. The gap of 0.0003 hartree between $2s_{1/2}$ and $2p_{1/2}$ is such a basis error; in this model the two levels coincide. The $2p_{1/2}$ value lies slightly below the closed formula. The Dirac operator has no lower bound, so a finite-basis energy is not in general an upper bound to the true level, and adding more functions of the same kind need not bring it closer. The 25 exponents used here start at $7.5$ bohr$^{-2}$ and grow by a factor 2.1; a denser set over the same range (factor 1.8) puts $2p_{1/2}$ 0.00012 hartree below the formula instead of 0.00005. A set that is both denser and wider (52 exponents from $0.2$ bohr$^{-2}$, factor 1.6) brings $2p_{1/2}$ within $10^{-6}$ hartree of the formula, shrinks the $2s_{1/2}$–$2p_{1/2}$ gap to 0.000005 hartree and leaves $1s_{1/2}$ 0.00003 hartree too high.

The full spectrum has two states at the $1s_{1/2}$ energy, four near $-326.495$ hartree (two from each of $\kappa=\pm1$) and four at the $2p_{3/2}$ energy. In the Gaussian basis the splitting between $2p_{3/2}$ and $2p_{1/2}$ is

$$-315.1443-(-326.4949)=11.3506\ \text{hartree},$$

or about 308.9 eV. The closed-formula values give $326.49480-315.14435=11.35045$ hartree, so the last digit of the basis result reflects the basis error. Both levels have $l=1$ in the upper components and would coincide in the Schrödinger limit; in $h_\kappa$ they are distinguished by $\kappa$ alone.

## Table of computed values

```
Exact test: free polynomial coefficients = 40 , points = 2
alpha.p = alpha_r(p_r + i beta K/r): True
alpha_r^2 = 1: True
{alpha_r, beta} = 0: True
{Sigma.L + 1, alpha_r} = 0: True
[K, alpha_r] = 0: True
[K, beta] = 0: True
[K, p_r] = 0: True
[alpha_r, p_r] = 0: True
[K, H] = 0, central V: True
K^2 = J^2 + 1/4: True
L^2 = K^2 - beta K: True
p^2 = p_r^2 + L^2/r^2: True
Control, opposite sign of K in factorization: False
Control, [Sigma.L + 1, H] = 0, beta left out: False
Control, [K, H] = 0, noncentral V: False
K = -3: J_z values = 6, dimension for each = 2
K = -2: J_z values = 4, dimension for each = 2
K = -1: J_z values = 2, dimension for each = 2
K = +1: J_z values = 2, dimension for each = 2
K = +2: J_z values = 4, dimension for each = 2
K = +3: J_z values = 6, dimension for each = 2
Z = 50, c = 137.035999 a.u., Gaussian exponents = 25
Smallest exponent = 7.500 bohr^-2, ratio = 2.1
Full matrix dimension = 400
Radial matrix dimension for each kappa = 50
Largest full-radial difference / c^2 = 1.3e-11
Largest difference, ten bound states = 7.0e-10 hartree
1s1/2: kappa = -1, radial E = -1294.62571 hartree
  closed formula = -1294.62615 hartree; full states within 0.1 hartree = 2
  radial E = -35228.56 eV
2s1/2: kappa = -1, radial E = -326.49455 hartree
  closed formula = -326.49480 hartree; full states within 0.1 hartree = 4
  radial E = -8884.37 eV
2p1/2: kappa = +1, radial E = -326.49485 hartree
  closed formula = -326.49480 hartree; full states within 0.1 hartree = 4
  radial E = -8884.38 eV
2p3/2: kappa = -2, radial E = -315.14426 hartree
  closed formula = -315.14435 hartree; full states within 0.1 hartree = 4
  radial E = -8575.51 eV
2p3/2 - 2p1/2 = 11.35059 hartree = 308.87 eV
```
